# Dipole shielding of an atom and multipole shielding of hydrogen: a numerical check

```python
"""
Shielding of a clamped nucleus by the electrons of an atom, linear response.
External potential: phi_ext = -G r^l P_l(cos theta); near the nucleus the
electrons add phi_ind = +gamma_l G r^l P_l(cos theta).
Results under test:
  gamma_1 = N/Z                  (N electrons, nuclear charge number Z)
  gamma_l = 2/(Z l (l+1))        (one-electron atom in its ground state)
Atomic units are used inside the tests unless SI is stated.
"""
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS",
                 "MKL_NUM_THREADS"):
    os.environ[variable] = "1"          # one core is available

import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, solveh_banded
from scipy.special import eval_legendre
from pyscf import gto, scf, ao2mo


def gamma_formula(l, Z=1):
    return 2.0 / (Z * l * (l + 1))


# ---------- one-electron atom: response equation solved on a grid ----------
def grid_response(l, Z):
    """Solve (H_l - E_0) u1 = -r^l u0 by finite differences."""
    n = 10000
    step = 40.0 / Z / (n + 1)
    r = step * np.arange(1, n + 1)
    u0 = 2 * Z**1.5 * r * np.exp(-Z * r)
    bands = np.zeros((2, n))
    bands[0, 1:] = -0.5 / step**2
    bands[1] = 1 / step**2 + l * (l + 1) / (2 * r**2) - Z / r + Z**2 / 2
    u1 = solveh_banded(bands, -r**l * u0)
    gamma = -2 / (2 * l + 1) * step * np.sum(u0 * u1 / r**(l + 1))
    return r, u0, u1, gamma


def response_factor(r, l, Z=1):
    """Closed-form f with psi1 = f P_l psi0, for unit strength."""
    return -(r**(l + 1) / (Z * (l + 1)) + r**l / (Z**2 * l))


print("One-electron atom: shielding factor, grid solution and formula")
for Z, l in [(1, 1), (1, 2), (1, 3), (1, 4), (1, 5), (2, 1), (2, 2)]:
    r, u0, u1, gamma_grid = grid_response(l, Z)
    closed = response_factor(r, l, Z) * u0
    assert np.max(np.abs(u1 - closed)) < 1e-3 * np.max(np.abs(closed))
    assert abs(gamma_grid - gamma_formula(l, Z)) < 1e-4
    print(f"  Z={Z} l={l}: grid {gamma_grid:.5f}, "
          f"formula {gamma_formula(l, Z):.5f}")

# The closed-form response satisfies the SI radial equation identically.
rs, a_s, kappa_s = sp.symbols("r a kappa", positive=True)
for l in range(1, 8):
    f = -kappa_s * (a_s * rs**(l + 1) / (l + 1) + a_s**2 * rs**l / l)
    residual = (sp.diff(f, rs, 2) + (2 / rs - 2 / a_s) * sp.diff(f, rs)
                - l * (l + 1) * f / rs**2 - 2 * kappa_s * rs**l)
    assert sp.expand(residual) == 0

# Angular projection used for the Coulomb potential, by direct quadrature.
x, wx = np.polynomial.legendre.leggauss(24)
azimuth = 2 * np.pi * np.arange(48) / 48
theta_obs = 0.7
for l in range(1, 6):
    cos_between = (np.cos(theta_obs) * x[:, None] + np.sin(theta_obs)
                   * np.sqrt(1 - x[:, None]**2) * np.cos(azimuth))
    integrand = eval_legendre(l, cos_between) * eval_legendre(l, x)[:, None]
    integral = np.sum(wx[:, None] * integrand) * 2 * np.pi / 48
    expected = 4 * np.pi / (2 * l + 1) * eval_legendre(l, np.cos(theta_obs))
    assert abs(integral - expected) < 1e-11


# ---------- hydrogen: shielding seen at a distance from the nucleus --------
def local_ratio(distance, l):
    """-phi_ind/phi_ext at the given distance, inner and outer density."""
    def outer(r):
        return np.exp(-2 * r) * response_factor(r, l) * r**(1 - l)

    def inner(r):
        return np.exp(-2 * r) * response_factor(r, l) * r**(l + 2)
    total = quad(outer, distance, 60, epsabs=1e-12, limit=200)[0]
    total += (quad(inner, 0, distance, epsabs=0, epsrel=1e-10)[0]
              / distance**(2 * l + 1))
    return -8 / (2 * l + 1) * total


print("Hydrogen: ratio -phi_ind/phi_ext at distance r from the nucleus")
for distance in (0.01, 0.5, 1.0, 2.0, 4.0):
    print(f"  r={distance:.2f} a0: l=1 {local_ratio(distance, 1):.4f}, "
          f"l=2 {local_ratio(distance, 2):.4f}")
for l in (1, 2, 3):
    error_1 = gamma_formula(l) - local_ratio(0.02, l)
    error_2 = gamma_formula(l) - local_ratio(0.01, l)
    assert abs(error_2) < 5e-4
    assert 3.5 < error_1 / error_2 < 4.5   # correction is quadratic in r


# ---------- many-electron atoms in Gaussian bases -------------------------
def make_atom(symbol, charge, exponents_by_l):
    shells = [[l, [float(z), 1.0]]
              for l, exps in exponents_by_l.items() for z in exps]
    return gto.M(atom=f"{symbol} 0 0 0", basis={symbol: shells},
                 charge=charge, spin=0, verbose=0)


def one_electron_matrices(mol):
    """Core Hamiltonian, overlap, z, and z/r^3 (field at the nucleus)."""
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    with mol.with_common_orig((0, 0, 0)):
        z = mol.intor("int1e_r", comp=3)[2]
    with mol.with_rinv_origin((0, 0, 0)):
        half = mol.intor("int1e_iprinv", comp=3)[2]
    return core, mol.intor("int1e_ovlp"), z, half + half.T


def hartree_fock(mol, field):
    core, _, z, _ = one_electron_matrices(mol)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.get_hcore = lambda *args: core + field * z
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-8
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    return mf, mf.make_rdm1()


field = 2e-3
hf_gamma = {}
print(f"Hartree-Fock in a uniform field of {field:.3f} atomic units")
for symbol, charge, smallest, count in [("He", 0, 0.05, 14),
                                        ("Li", 1, 0.12, 14),
                                        ("Be", 0, 0.012, 18),
                                        ("B", 1, 0.03, 17)]:
    exps = smallest * 2.2**np.arange(count)
    mol = make_atom(symbol, charge, {0: exps, 1: exps})
    nuclear_field = one_electron_matrices(mol)[3]
    _, density = hartree_fock(mol, field)
    gamma = -np.sum(density * nuclear_field) / field
    Z, N = int(mol.atom_charge(0)), mol.nelectron
    # Tolerance covers the finite Gaussian basis.
    assert abs(gamma - N / Z) < 3e-3
    name = symbol + ("+" if charge else "")
    hf_gamma[name] = gamma
    print(f"  {name}: N={N}, Z={Z}, computed {gamma:.5f}, N/Z {N / Z:.5f}")

# Helium with the repulsive cloud frozen: no pairwise cancellation of forces.
exps = 0.05 * 2.2**np.arange(14)
mol = make_atom("He", 0, {0: exps, 1: exps})
core, overlap, z, nuclear_field = one_electron_matrices(mol)
mf, density = hartree_fock(mol, 0.0)
hf_energy = mf.e_tot
other_electron = 0.5 * mf.get_j(mol, density)
energies, orbitals = eigh(core + other_electron, overlap)
z_row = orbitals[:, 0] @ z @ orbitals[:, 1:]
field_row = orbitals[:, 0] @ nuclear_field @ orbitals[:, 1:]
gamma_frozen = 4 * np.sum(z_row * field_row / (energies[1:] - energies[0]))
assert gamma_frozen > 1.03
print(f"He with frozen repulsive cloud: factor {gamma_frozen:.4f}")


# ---------- helium with correlation: all symmetry-allowed singlet pairs ----
exps = 0.08 * 2.5**np.arange(10)
mol = make_atom("He", 0, {0: exps, 1: exps, 2: 0.3 * 2.5**np.arange(4)})
core, overlap, z, nuclear_field = one_electron_matrices(mol)

# Reflection class of each function: 1 = odd in x, 2 = odd in y, 3 = both.
# Order inside a shell: p = x, y, z; d = xy, yz, z2, xz, x2-y2.
classes_of_shell = {0: [0], 1: [1, 2, 0], 2: [3, 2, 0, 1, 0]}
function_class = np.array([c for shell in range(mol.nbas)
                           for c in classes_of_shell[mol.bas_angular(shell)]])
different = function_class[:, None] != function_class[None, :]
for matrix in (core, overlap, z, nuclear_field):
    assert np.max(np.abs(matrix[different])) < 1e-9

# Orthonormal orbitals, built separately in each reflection class.
n = len(function_class)
orbitals = np.zeros((n, n))
orbital_class = np.zeros(n, dtype=int)
filled = 0
for label in range(4):
    members = np.where(function_class == label)[0]
    block = np.ix_(members, members)
    columns = np.arange(filled, filled + len(members))
    orbitals[np.ix_(members, columns)] = eigh(core[block], overlap[block])[1]
    orbital_class[columns] = label
    filled += len(members)
core = orbitals.T @ core @ orbitals
z = orbitals.T @ z @ orbitals
nuclear_field = orbitals.T @ nuclear_field @ orbitals
# In-memory transformation; rows and columns are packed orbital pairs.
repulsion = ao2mo.kernel(mol.intor("int2e", aosym="s8"), orbitals)

first, second = np.triu_indices(n)
allowed = orbital_class[first] == orbital_class[second]
first, second = first[allowed], second[allowed]
norm = 1 / np.sqrt(2.0 * (1 + (first == second)))
i, j = first[:, None], second[:, None]
k, m = first[None, :], second[None, :]
unit = np.eye(n)


def packed(p, q):
    high, low = np.maximum(p, q), np.minimum(p, q)
    return high * (high + 1) // 2 + low


def pair_operator(matrix):
    """Sum of a one-electron operator over both electrons, singlet pairs."""
    direct = matrix[i, k] * unit[j, m] + unit[i, k] * matrix[j, m]
    swapped = matrix[i, m] * unit[j, k] + unit[i, m] * matrix[j, k]
    return 2 * norm[:, None] * norm[None, :] * (direct + swapped)


pair_repulsion = (repulsion[packed(i, k), packed(j, m)]
                  + repulsion[packed(i, m), packed(j, k)])
hamiltonian = (pair_operator(core)
               + 2 * norm[:, None] * norm[None, :] * pair_repulsion)
levels, states = eigh(hamiltonian)
ground = states[:, 0]
z_row = states[:, 1:].T @ (pair_operator(z) @ ground)
field_row = states[:, 1:].T @ (pair_operator(nuclear_field) @ ground)
gaps = levels[1:] - levels[0]
gamma_ci = 2 * np.sum(z_row * field_row / gaps)
polarizability = 2 * np.sum(z_row**2 / gaps)
expected_he = mol.nelectron / int(mol.atom_charge(0))
assert levels[0] < hf_energy - 0.03        # correlation is really included
assert abs(gamma_ci - expected_he) < 1e-2  # finite basis, s, p and d only
print(f"He, configuration interaction, {len(first)} singlet pair states")
print(f"  energy {levels[0]:.5f} hartree (Hartree-Fock {hf_energy:.5f})")
print(f"  dipole polarizability {polarizability:.4f} atomic units")
print(f"  dipole shielding factor {gamma_ci:.5f}, N/Z {expected_he:.5f}")

# ---------- SI example -----------------------------------------------------
e, hbar, mass = const.e, const.hbar, const.m_e
coulomb = 1 / (4 * np.pi * const.epsilon_0)
a0 = hbar**2 / (mass * e**2 * coulomb)


def induced_strength(l, strength):
    """Induced multipole strength at the hydrogen nucleus, in SI."""
    kappa = mass * e * strength / hbar**2

    def integrand(t):
        r = a0 * t
        f = -kappa * (a0 * r**(l + 1) / (l + 1) + a0**2 * r**l / l)
        density = np.exp(-2 * t) / (np.pi * a0**3)
        return density * f * r**(1 - l) * a0 / strength
    integral = quad(integrand, 0, 40, epsabs=0, epsrel=1e-10)[0] * strength
    return -e * coulomb * 8 * np.pi / (2 * l + 1) * integral


uniform = 1.0e7
gradient = 1.0e18
G2 = gradient / 2                       # dE_z/dz = 2 G_2
induced_field = induced_strength(1, uniform)
induced_gradient = 2 * induced_strength(2, G2)
assert abs(induced_field / uniform - gamma_formula(1)) < 1e-7
assert abs(induced_gradient / gradient - gamma_formula(2)) < 1e-7
print("SI example, hydrogen")
print(f"  Bohr radius {a0:.5e} m")
print(f"  applied uniform field {uniform:.3e} V/m")
print(f"  energy scale e E a0 {uniform * a0:.3e} eV")
print(f"  opposing field of the electron {induced_field:.4e} V/m")
print(f"  applied gradient dEz/dz {gradient:.3e} V/m^2")
print(f"  energy scale e G2 a0^2 {G2 * a0**2:.3e} eV")
print(f"  opposing gradient {induced_gradient:.4e} V/m^2")
print(f"  remaining gradient {gradient - induced_gradient:.4e} V/m^2")
remaining = (1 - 2 / 3) * uniform
force = 3 * e * remaining
force_hf = 3 * e * (1 - hf_gamma["Li+"]) * uniform
assert abs(force_hf / (e * uniform) - 1) < 1e-2
print("SI example, Li+ in the same uniform field")
print(f"  remaining field at the nucleus {remaining:.4e} V/m")
print(f"  force on the nucleus from N/Z {force:.4e} N")
print(f"  force from the Hartree-Fock factor {force_hf:.4e} N")
print("finished without a failed check")
```

Printed output:

```
One-electron atom: shielding factor, grid solution and formula
  Z=1 l=1: grid 1.00000, formula 1.00000
  Z=1 l=2: grid 0.33333, formula 0.33333
  Z=1 l=3: grid 0.16667, formula 0.16667
  Z=1 l=4: grid 0.10001, formula 0.10000
  Z=1 l=5: grid 0.06669, formula 0.06667
  Z=2 l=1: grid 0.50000, formula 0.50000
  Z=2 l=2: grid 0.16667, formula 0.16667
Hydrogen: ratio -phi_ind/phi_ext at distance r from the nucleus
  r=0.01 a0: l=1 0.9999, l=2 0.3333
  r=0.50 a0: l=1 0.8675, l=2 0.2852
  r=1.00 a0: l=1 0.6429, l=2 0.2033
  r=2.00 a0: l=1 0.3004, l=2 0.0824
  r=4.00 a0: l=1 0.0663, l=2 0.0111
Hartree-Fock in a uniform field of 0.002 atomic units
  He: N=2, Z=2, computed 1.00000, N/Z 1.00000
  Li+: N=2, Z=3, computed 0.66667, N/Z 0.66667
  Be: N=4, Z=4, computed 0.99991, N/Z 1.00000
  B+: N=4, Z=5, computed 0.79999, N/Z 0.80000
He with frozen repulsive cloud: factor 1.2364
He, configuration interaction, 626 singlet pair states
  energy -2.90249 hartree (Hartree-Fock -2.86166)
  dipole polarizability 1.3834 atomic units
  dipole shielding factor 0.99707, N/Z 1.00000
SI example, hydrogen
  Bohr radius 5.29177e-11 m
  applied uniform field 1.000e+07 V/m
  energy scale e E a0 5.292e-04 eV
  opposing field of the electron 1.0000e+07 V/m
  applied gradient dEz/dz 1.000e+18 V/m^2
  energy scale e G2 a0^2 1.400e-03 eV
  opposing gradient 3.3333e+17 V/m^2
  remaining gradient 6.6667e+17 V/m^2
SI example, Li+ in the same uniform field
  remaining field at the nucleus 3.3333e+06 V/m
  force on the nucleus from N/Z 1.6022e-12 N
  force from the Hartree-Fock factor 1.6022e-12 N
finished without a failed check
```
